**Finite-element test of heat-flux bending in a tilted laminate**

For equal isotropic laminae of conductivities $k_a$ and $k_b$, with the mean driving vector $-\nabla T$ at 45° to the layers, the mean flux turns towards the layers by $\delta$, where $\tan\delta=(k_a-k_b)^2/(k_a^2+6k_ak_b+k_b^2)$. The program solves the heat equation on a periodic cell with diagonal layers and asserts the predicted bend at three orientations and two volume fractions. It also asserts the local flux directions, the largest bend and its orientation, and the effect of thin resistive joints to within 1°. Finite samples containing the actual laminae test that the flux turns in a wide plate and the driving vector turns in a long insulated strip. For 1 and 9 W/(m K), the output gives a bend of 25.20° at 45° and a largest bend of 28.07° at 59.04°. Joints of 10 mm² K/W between laminae 0.5 mm thick raise the 45° bend to 25.84°. The remaining lines give the flux in a 20 mm plate and estimates of neglected effects, which are printed but not asserted.

## Numerical verification

```python
"""Heat-flux bending by a periodic laminate.

Result under test: for equal isotropic laminae of conductivity k_a and k_b,
with the mean driving vector g = -grad T at 45 degrees to the layers, the mean
flux turns towards the layers by delta, where
    tan(delta) = (k_a-k_b)^2 / (k_a^2 + 6 k_a k_b + k_b^2).
k_par, k_perp: effective conductivities along and across the layers.
theta: angle of g from the layers. Conductivities are in W/(m K).
The independent road is a finite-element solution of div(k grad T) = 0 on
triangles whose edges follow the diagonal interfaces x + y = constant.
"""
import numpy as np
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import spsolve

ALONG = np.array([1.0, -1.0]) / np.sqrt(2)
NORMAL = np.array([1.0, 1.0]) / np.sqrt(2)


def effective(k_a, k_b, fraction_a=0.5):
    fraction_b = 1 - fraction_a
    return (fraction_a*k_a + fraction_b*k_b,
            1 / (fraction_a/k_a + fraction_b/k_b))


def bend_angle(k_par, k_perp, theta_deg=45.0):
    theta = np.radians(theta_deg)
    return theta_deg - np.degrees(np.arctan(k_perp/k_par*np.tan(theta)))


def build_mesh(nx, ny, profile, periodic):
    """Difference operators and conductivity on two triangles per square."""
    i, j = [a.ravel() for a in np.meshgrid(
        np.arange(nx), np.arange(ny), indexing="ij")]
    if periodic:
        count = nx*ny

        def node(a, b):
            return (a % nx)*ny + b % ny
    else:
        count = (nx+1)*(ny+1)

        def node(a, b):
            return a*(ny+1) + b
    rows = np.arange(2*nx*ny)

    def difference(end, start):
        values = np.r_[np.ones(len(rows)), -np.ones(len(rows))]
        return csr_matrix((values, (np.r_[rows, rows], np.r_[end, start])),
                          shape=(len(rows), count))

    dx = difference(np.r_[node(i+1, j), node(i+1, j+1)],
                    np.r_[node(i, j), node(i, j+1)])
    dy = difference(np.r_[node(i, j+1), node(i+1, j+1)],
                    np.r_[node(i, j), node(i+1, j)])
    k = profile[np.r_[i+j, i+j+1] % len(profile)]
    matrix = (dx.T @ diags(k) @ dx + dy.T @ diags(k) @ dy).tocsr()
    return dx, dy, k, matrix, np.r_[i, i], np.r_[j, j]


def periodic_flux(profile, theta_deg):
    """Local fluxes for a unit mean driving vector at theta to the layers."""
    n = len(profile)
    dx, dy, k, matrix, _, _ = build_mesh(n, n, profile, True)
    theta = np.radians(theta_deg)
    drive = np.cos(theta)*ALONG + np.sin(theta)*NORMAL
    source = dx.T @ (k*drive[0]) + dy.T @ (k*drive[1])
    u = np.zeros(n*n)
    u[1:] = spsolve(matrix[1:, 1:].tocsc(), source[1:])
    flux = np.column_stack((k*(drive[0] - dx @ u), k*(drive[1] - dy @ u)))
    return flux, k


def angle_from_layers(vector):
    return np.degrees(np.arctan2(vector @ NORMAL, vector @ ALONG))


def finite_sample(nx, ny, profile):
    """Isothermal faces at the x ends, insulated sides at the y ends."""
    dx, dy, k, matrix, i, j = build_mesh(nx, ny, profile, False)
    temperature = np.zeros((nx+1)*(ny+1))
    temperature[:ny+1] = nx
    free = slice(ny+1, nx*(ny+1))
    rhs = -(matrix @ temperature)[free]
    temperature[free] = spsolve(matrix[free, free].tocsc(), rhs)
    drive = -np.column_stack((dx @ temperature, dy @ temperature))
    return drive, k[:, None]*drive, i, j


def window_mean(sample, x_center, y_center, width):
    drive, flux, i, j = sample
    x0, y0 = x_center - width//2, y_center - width//2
    mask = (i >= x0) & (i < x0+width) & (j >= y0) & (j < y0+width)
    return drive[mask].mean(axis=0), flux[mask].mean(axis=0)


def direction(vector):
    return np.degrees(np.arctan2(vector[1], vector[0]))


# Inputs of the example
k_a, k_b = 1.0, 9.0
lamina = 0.5e-3          # m
plate_length = 20e-3     # m, between isothermal faces
plate_depth = 10e-3      # m
temperature_drop = 20.0  # K
joint_R = 1e-5           # m^2 K/W, rough
h_air = 10.0             # W/(m^2 K), rough
filler_grain = 20e-6     # m, rough
heat_capacity = 2e6      # J/(m^3 K), rough
sound_speed = 2e3        # m/s, rough

k_par, k_perp = effective(k_a, k_b)
bend = bend_angle(k_par, k_perp)
ratio = (k_a-k_b)**2 / (k_a**2 + 6*k_a*k_b + k_b**2)

# Periodic cell: orientations and unequal fractions
for fraction in (0.5, 0.25):
    cells_a = int(16*fraction)
    profile = np.r_[np.full(cells_a, k_a), np.full(16-cells_a, k_b)]
    for theta in (20.0, 45.0, 75.0):
        flux, _ = periodic_flux(profile, theta)
        measured = theta - angle_from_layers(flux.mean(axis=0))
        expected = bend_angle(*effective(k_a, k_b, fraction), theta)
        assert abs(measured - expected) < 1e-6

# Closed form at 45 degrees, and local directions inside the laminae
equal = np.r_[np.full(8, k_a), np.full(8, k_b)]
flux45, k_local = periodic_flux(equal, 45.0)
bend_fe = 45 - angle_from_layers(flux45.mean(axis=0))
assert abs(bend_fe - np.degrees(np.arctan(ratio))) < 1e-6
local_a = np.degrees(np.arctan(k_perp/k_a))
local_b = np.degrees(np.arctan(k_perp/k_b))
for k_value, expected in ((k_a, local_a), (k_b, local_b)):
    angles = angle_from_layers(flux45[k_local == k_value])
    assert np.max(np.abs(angles - expected)) < 1e-6

# Largest bending, found by a scan of the finite-element conductivity
q_t = periodic_flux(equal, 0.0)[0].mean(axis=0)
q_n = periodic_flux(equal, 90.0)[0].mean(axis=0)
assert abs(q_t @ ALONG - k_par) < 1e-8
assert abs(q_n @ NORMAL - k_perp) < 1e-8
scan = np.linspace(1, 89, 8801)
scan_flux = (np.cos(np.radians(scan))[:, None]*q_t
             + np.sin(np.radians(scan))[:, None]*q_n)
scan_bend = scan - angle_from_layers(scan_flux)
theta_max = np.degrees(np.arctan(np.sqrt(k_par/k_perp)))
bend_max = np.degrees(np.arcsin((k_par-k_perp)/(k_par+k_perp)))
assert abs(scan_bend.max() - bend_max) < 1e-4
assert abs(scan[scan_bend.argmax()] - theta_max) < 0.02

# Thin resistive joints: the formula neglects their 2.5 percent of thickness
joint_k = 0.05
joint_profile = np.r_[np.full(40, k_a), joint_k, np.full(40, k_b), joint_k]
joint_flux, _ = periodic_flux(joint_profile, 45.0)
joint_fe = 45 - angle_from_layers(joint_flux.mean(axis=0))
joint_perp = 80 / (40/k_a + 40/k_b + 2/joint_k)
joint_formula = bend_angle(k_par, joint_perp)
assert abs(joint_fe - joint_formula) < 1.0
assert joint_fe > bend + 5

# Finite samples containing the actual laminae; 8 mesh cells per period
K_xx = (k_par+k_perp)/2
K_xy = -(k_par-k_perp)/2
K_strip = K_xx - K_xy**2/K_xx
coarse = np.r_[np.full(4, k_a), np.full(4, k_b)]
wide = finite_sample(64, 384, coarse)
g_wide, q_wide = window_mean(wide, 32, 192, 16)
assert abs(direction(g_wide)) < 0.2
assert abs(direction(q_wide) + bend) < 0.2
_, q_wall = window_mean(wide, 32, 64, 16)
strip = finite_sample(384, 64, coarse)
g_strip, q_strip = window_mean(strip, 192, 32, 16)
assert abs(direction(q_strip)) < 0.2
assert abs(direction(g_strip) - bend) < 0.2
assert abs(q_strip[0]/g_strip[0] - K_strip) < 0.02

# Example and neglected effects
gradient = temperature_drop/plate_length
q_x, q_y = K_xx*gradient, K_xy*gradient
perp_R = 2*lamina / (lamina/k_a + lamina/k_b + 2*joint_R)
d_equal = 2*joint_R / (1/k_a + 1/k_b)
loss = h_air*plate_length**2 / (K_xx*plate_depth)
free_path = 3*k_b/(heat_capacity*sound_speed)

print(f"Conductivities k_a, k_b: {k_a:.1f}, {k_b:.1f} W/(m K)")
print(f"Lamina thickness: {lamina*1e3:.2f} mm")
print(f"Distance between isothermal faces: {plate_length*1e3:.1f} mm")
print(f"Plate depth: {plate_depth*1e3:.1f} mm")
print(f"Temperature difference: {temperature_drop:.1f} K")
print(f"Mean driving gradient: {gradient*1e-3:.3f} K/mm")
print(f"k_par: {k_par:.3f} W/(m K)")
print(f"k_perp: {k_perp:.3f} W/(m K)")
print(f"tan(bend) at 45 deg: {ratio:.4f} (dimensionless)")
print(f"Flux angle from layers: {45-bend:.2f} deg")
print(f"Bend angle, formula: {bend:.2f} deg")
print(f"Bend angle, periodic finite elements: {bend_fe:.2f} deg")
print(f"Local flux angle from layers in k_a: {local_a:.2f} deg")
print(f"Local flux angle from layers in k_b: {local_b:.2f} deg")
print(f"Orientation of largest bend: {theta_max:.2f} deg")
print(f"Largest bend: {bend_max:.2f} deg")
print(f"K_xx, K_xy: {K_xx:.3f}, {K_xy:.3f} W/(m K)")
print(f"Flux q_x, q_y: {q_x*1e-3:.3f}, {q_y*1e-3:.3f} kW/m^2")
print(f"Flux magnitude: {np.hypot(q_x, q_y)*1e-3:.3f} kW/m^2")
print(f"Sideways shift across plate: {plate_length*ratio*1e3:.2f} mm")
print(f"Wide plate, drive direction: {direction(g_wide):.2f} deg")
print(f"Wide plate, flux direction: {direction(q_wide):.2f} deg")
print(f"Long strip, drive direction: {direction(g_strip):.2f} deg")
print(f"Long strip, flux direction: {direction(q_strip):.2f} deg")
print(f"Long strip conductivity, formula: {K_strip:.3f} W/(m K)")
print(f"Long strip, finite elements: {q_strip[0]/g_strip[0]:.3f} W/(m K)")
print(f"Flux direction one plate length from side wall: "
      f"{direction(q_wall):.2f} deg")
print(f"Joint test, bend by formula: {joint_formula:.2f} deg")
print(f"Joint test, bend by finite elements: {joint_fe:.2f} deg")
print(f"Assumed joint resistance: {joint_R*1e6:.1f} mm^2 K/W")
print(f"k_perp with joints: {perp_R:.3f} W/(m K)")
print(f"Bend with joints: {bend_angle(k_par, perp_R):.2f} deg")
print(f"Lamina thickness where joints equal bulk: {d_equal*1e6:.1f} um")
print(f"Bend with k_b lowered by 10 percent: "
      f"{bend_angle(*effective(k_a, 0.9*k_b)):.2f} deg")
print(f"Bend with 45 percent k_a by thickness: "
      f"{bend_angle(*effective(k_a, k_b, 0.45)):.2f} deg")
print(f"Assumed air-side coefficient: {h_air:.1f} W/(m^2 K)")
print(f"Estimated air loss / conducted heat: {100*loss:.1f} percent")
print(f"Assumed filler grain size: {filler_grain*1e6:.1f} um")
print(f"Grain size / lamina thickness: {filler_grain/lamina:.3f} (ratio)")
print(f"Assumed heat capacity: {heat_capacity*1e-6:.1f} MJ/(m^3 K)")
print(f"Assumed sound speed: {sound_speed*1e-3:.1f} km/s")
print(f"Kinetic mean free path in k_b: {free_path*1e9:.2f} nm")
print(f"Mean free path / lamina thickness: {free_path/lamina:.1e} (ratio)")
print("checks complete")
```

Output:

```
Conductivities k_a, k_b: 1.0, 9.0 W/(m K)
Lamina thickness: 0.50 mm
Distance between isothermal faces: 20.0 mm
Plate depth: 10.0 mm
Temperature difference: 20.0 K
Mean driving gradient: 1.000 K/mm
k_par: 5.000 W/(m K)
k_perp: 1.800 W/(m K)
tan(bend) at 45 deg: 0.4706 (dimensionless)
Flux angle from layers: 19.80 deg
Bend angle, formula: 25.20 deg
Bend angle, periodic finite elements: 25.20 deg
Local flux angle from layers in k_a: 60.95 deg
Local flux angle from layers in k_b: 11.31 deg
Orientation of largest bend: 59.04 deg
Largest bend: 28.07 deg
K_xx, K_xy: 3.400, -1.600 W/(m K)
Flux q_x, q_y: 3.400, -1.600 kW/m^2
Flux magnitude: 3.758 kW/m^2
Sideways shift across plate: 9.41 mm
Wide plate, drive direction: 0.00 deg
Wide plate, flux direction: -25.20 deg
Long strip, drive direction: 25.20 deg
Long strip, flux direction: -0.00 deg
Long strip conductivity, formula: 2.647 W/(m K)
Long strip, finite elements: 2.647 W/(m K)
Flux direction one plate length from side wall: -24.30 deg
Joint test, bend by formula: 34.27 deg
Joint test, bend by finite elements: 33.74 deg
Assumed joint resistance: 10.0 mm^2 K/W
k_perp with joints: 1.737 W/(m K)
Bend with joints: 25.84 deg
Lamina thickness where joints equal bulk: 18.0 um
Bend with k_b lowered by 10 percent: 23.63 deg
Bend with 45 percent k_a by thickness: 25.08 deg
Assumed air-side coefficient: 10.0 W/(m^2 K)
Estimated air loss / conducted heat: 11.8 percent
Assumed filler grain size: 20.0 um
Grain size / lamina thickness: 0.040 (ratio)
Assumed heat capacity: 2.0 MJ/(m^3 K)
Assumed sound speed: 2.0 km/s
Kinetic mean free path in k_b: 6.75 nm
Mean free path / lamina thickness: 1.3e-05 (ratio)
checks complete
```
